# The Uehling Shift of s States: Low-Z Law and Finite Nucleus

## 1. A single Yukawa term

Put an electron in the 1s state of a nucleus of charge $Z$ and add a weak short-range attraction $-g\,e^{-\mu r}/r$. In Hartree atomic units the radial density is $4Z^3r^2e^{-2Zr}$, so the first-order energy shift is

$$-4gZ^3\int_0^\infty r\,e^{-(2Z+\mu)r}dr=-\frac{4gZ^3}{(2Z+\mu)^2}.\tag{1}$$

If the range $1/\mu$ is much shorter than the atomic radius $1/Z$, this becomes

$$-\frac{4gZ^3}{\mu^2}=\left(-\frac{4\pi g}{\mu^2}\right)\frac{Z^3}{\pi}.$$

The first factor is the volume integral of the potential and the second is $|\psi_{1s}(0)|^2$. The electron sees a contact potential.

Vacuum polarization produces a sum of such terms, each with $\mu\ge 2c$, where $c=1/\alpha\approx137$. It remains to find their weights, add them, and see what changes when $Z$ is large and the nucleus has a size.

## 2. What is being calculated

The nucleus is static, infinitely heavy and spherical. The potential is taken to first order in $\alpha$ and in the nuclear field. The result is the Uehling part of the level shift, that is, one-loop vacuum polarization at lowest order in the nuclear field, not the whole Lamb shift: the self-energy is a separate contribution.

Sections 3 and 4 use $\hbar=m=c=1$, so that momenta are in units of $mc$ and lengths in units of the reduced Compton length $\hbar/mc$. Atomic units return in Section 5. The metric is $(+,-,-,-)$.

## 3. Response of the vacuum

**Sum over pairs.** The free Dirac Hamiltonian is $h(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+\beta$, with energies $\pm E$, $E=\sqrt{1+p^2}$, and projectors $\Lambda_\pm=\tfrac12(1\pm h/E)$. In the vacuum all negative-energy states are filled. A static potential energy $U$ lifts an electron from momentum $\mathbf p_2=\mathbf p-\mathbf q/2$ to a positive-energy state with $\mathbf p_1=\mathbf p+\mathbf q/2$, at energy cost $E_1+E_2$. First-order perturbation of the state gives an induced electron density $\delta n(\mathbf q)=\chi(q)U(\mathbf q)$ with

$$\chi(q)=-2\int\frac{d^3p}{(2\pi)^3}\,\frac{\mathrm{Tr}[\Lambda_+(\mathbf p_1)\Lambda_-(\mathbf p_2)]}{E_1+E_2}.\tag{2}$$

The factor 2 appears because the correction enters both the bra and the ket; the two terms are equal by reflection symmetry.

Since $\mathrm{Tr}\,h=0$ and $\mathrm{Tr}\,h_1h_2=4(\mathbf p_1\cdot\mathbf p_2+1)$, the trace is $1-(\mathbf p_1\cdot\mathbf p_2+1)/(E_1E_2)$. Multiply numerator and denominator by $E_1E_2+\mathbf p_1\cdot\mathbf p_2+1$ and use

$$(E_1E_2)^2-(\mathbf p_1\cdot\mathbf p_2+1)^2=|\mathbf p_1\times\mathbf p_2|^2+|\mathbf p_1-\mathbf p_2|^2 .$$

Here $\mathbf p_1-\mathbf p_2=\mathbf q$ and $|\mathbf p_1\times\mathbf p_2|=|\mathbf p\times\mathbf q|$, so the trace contains a factor $q^2$. At large $p$ the integrand of (2) behaves as $q^2\sin^2\theta/(4p^3)$, and the integral diverges logarithmically.

**Covariant evaluation.** A hole of momentum $\mathbf p_2$ is a positron of momentum $\mathbf p'=-\mathbf p_2$. The pair has total momentum $\mathbf q$ and energy $\omega=E_1+E_2$. Collect all pairs with four-momentum $k=(\omega,\mathbf q)$:

$$\Sigma^{\mu\nu}=\int\!\frac{d^3p_1}{(2\pi)^32E_1}\frac{d^3p'}{(2\pi)^32E_2}(2\pi)^4\delta^4(k-p_1-p')\sum_{\rm spins}j^\mu j^{\nu*},$$

where $j^\mu=\bar u(p_1)\gamma^\mu v(p')$. Lorentz covariance and current conservation, $k_\mu\Sigma^{\mu\nu}=0$, leave one unknown function:

$$\Sigma^{\mu\nu}=(k^\mu k^\nu-g^{\mu\nu}k^2)R(s),\qquad s=k^2=\omega^2-q^2 .$$

The density component is $\Sigma^{00}=(\omega^2-s)R=q^2R$. With the normalization $u^\dagger u=v^\dagger v=2E$, the spin sum of $|j^0|^2$ is $4E_1E_2$ times the trace in (2). Hence

$$\chi=-2\int\frac{d\omega}{2\pi}\frac{q^2R(s)}{\omega}.$$

At fixed $q$, $ds=2\omega\,d\omega$, so $d\omega/\omega=ds/[2(s+q^2)]$ and

$$\chi(q)=-\frac{q^2}{2\pi}\int_4^\infty\frac{R(s)\,ds}{s+q^2}.\tag{3}$$

**The function R.** Contract $\Sigma^{\mu\nu}$ with $-g_{\mu\nu}$. The tensor gives $-(s-4s)R=3sR$. The spin sum gives

$$-\mathrm{Tr}[(\not p_1+1)\gamma^\mu(\not p'-1)\gamma_\mu]=\mathrm{Tr}[(\not p_1+1)(2\not p'+4)]=8p_1\!\cdot p'+16=4s+8,$$

because $s=2+2p_1\cdot p'$. The remaining phase-space integral, done in the pair's rest frame with $p\,dp=E\,dE$, is

$$\int\frac{4\pi p^2dp}{16\pi^2E^2}\,\delta(\sqrt s-2E)=\frac{1}{8\pi}\frac pE=\frac1{8\pi}\sqrt{1-\frac4s}.$$

Therefore

$$R(s)=\frac{1}{6\pi}\sqrt{1-\frac4s}\left(1+\frac2s\right).\tag{4}$$

As a check on (3) and (4), the integral (2) divided by $q^2$, with its $q\to0$ value subtracted under the integral, was evaluated directly over $\mathbf p$. At $q=2$ both routes give 0.004895.

## 4. Measured charge and the finite remainder

The induced electrons repel the test electron, adding $(4\pi\alpha/q^2)\,\delta n$ to its potential energy. Relative to $U$ this is

$$\frac{4\pi\alpha}{q^2}\chi=-2\alpha\int_4^\infty\frac{R\,ds}{s+q^2},$$

a screening. The charge measured at large distance already contains the value at $q=0$. Expressed through the measured charge, and to first order in $\alpha$, the correction is the difference, taken with a common cutoff that may then be removed:

$$\frac{\delta U}{U}=2\alpha\int_4^\infty\!R\left[\frac1s-\frac1{s+q^2}\right]ds=2\alpha q^2\int_4^\infty\frac{R\,ds}{s(s+q^2)}.$$

It is positive: at short distance the electron gets inside part of the screening cloud and feels a stronger attraction. Put $s=4t^2$. Then $R\,ds/s=w(t)\,dt/(3\pi)$ with

$$w(t)=\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2},$$

and

$$\frac{\delta U}{U}=\frac{2\alpha}{3\pi}\,q^2\int_1^\infty\frac{w(t)\,dt}{q^2+4t^2}.\tag{5}$$

## 5. The Uehling potential

For a point nucleus $U(q)=-4\pi Z\alpha/q^2$. The factor $q^2$ in (5) cancels the Coulomb denominator, leaving $4\pi/(q^2+4t^2)$, which is the Fourier transform of $e^{-2tr}/r$:

$$\int\frac{e^{-\mu r}}re^{-i\mathbf q\cdot\mathbf r}d^3r=\frac{4\pi}q\int_0^\infty e^{-\mu r}\sin qr\,dr=\frac{4\pi}{q^2+\mu^2}.$$

In atomic units the length $\hbar/mc$ is $1/c$ and the energy $mc^2$ is $c^2$. So $r$ is replaced by $cr$, and $Z\alpha/r$ becomes $c^2Z\alpha/(cr)=Z/r$:

$$V_U(r)=-\frac{2\alpha Z}{3\pi r}\int_1^\infty w(t)\,e^{-2ctr}dt.\tag{6}$$

This is the promised sum of Yukawa terms, with $\mu=2ct$ and strengths $g=(2\alpha Z/3\pi)\,w\,dt$.

## 6. The low-Z law

**Strength.** Substituting $t=1/\cos\theta$ gives

$$\int_1^\infty\frac{\sqrt{t^2-1}}{t^k}dt=\int_0^{\pi/2}\sin^2\theta\cos^{k-3}\theta\,d\theta,$$

which equals $\frac13,\frac\pi{16},\frac2{15},\frac\pi{32}$ for $k=4,5,6,7$. Thus

$$\int\frac w{t^2}dt=\frac13+\frac1{15}=\frac25,\qquad\int\frac w{t^3}dt=\frac\pi{16}+\frac\pi{64}=\frac{5\pi}{64}.$$

Each Yukawa term has volume integral $-4\pi g/\mu^2$, so

$$\int V_U\,d^3r=-\frac{2\alpha Z}{3\pi}\,\frac{4\pi}{4c^2}\,\frac25=-\frac{4\alpha^3Z}{15}.\tag{7}$$

**Density at the nucleus.** For an s state let $u=rR_{n0}$, with $u''=2(V-E)u$ and $V=-Z/r$. Multiply by $u'$ and integrate from 0 to $\infty$. The left side is $-u'(0)^2/2$. The right side is $\int(V-E)(u^2)'dr=-\int V'u^2dr$. Hence $u'(0)^2=2Z\langle r^{-2}\rangle$.

To find $\langle r^{-2}\rangle$, differentiate $E=-Z^2/[2(n_r+l+1)^2]$ with respect to $l$ at fixed $n_r$. The Hamiltonian contains $l(l+1)/(2r^2)$, so $(l+\tfrac12)\langle r^{-2}\rangle=Z^2/n^3$, and $\langle r^{-2}\rangle=2Z^2/n^3$ at $l=0$. Therefore

$$|\psi_{ns}(0)|^2=\frac{u'(0)^2}{4\pi}=\frac{Z^3}{\pi n^3}.$$

**Result.** Multiplying by (7),

$$\boxed{\Delta E_{ns}\simeq-\frac{4\alpha^3Z^4}{15\pi n^3}=-\frac{4\alpha(Z\alpha)^4mc^2}{15\pi n^3}}\tag{8}$$

where the second form uses $mc^2=\alpha^{-2}$ hartree. For hydrogen 2s it gives $-4.123\times10^{-9}$ hartree, or $-27.13$ MHz, for an infinitely heavy nucleus. The density at the nucleus scales with the cube of the reduced mass, which changes this to $-27.08$ MHz for a proton.

**First correction.** Near the origin $u''\simeq-2Zu/r$, so $u\propto r-Zr^2$ and $|\psi|^2\simeq|\psi(0)|^2(1-2Zr)$ for every $n$. For a Yukawa term the mean of $r$, weighted by the potential, is

$$\frac{\int_0^\infty r^2e^{-\mu r}dr}{\int_0^\infty r\,e^{-\mu r}dr}=\frac2\mu=\frac\alpha t.$$

The relative correction to (8) is then

$$-2Z\alpha\,\frac{\int w\,t^{-3}dt}{\int w\,t^{-2}dt}=-2Z\alpha\,\frac{5\pi}{64}\,\frac52=-\frac{25\pi}{64}Z\alpha .\tag{9}$$

For hydrogen this predicts a ratio to the law of 0.99104. The full Schrödinger integrals give 0.99111 for 1s and 0.99110 for 2s and 3s; the remainder has the size of $\alpha^2$.

**Higher angular momentum.** For $l>0$ the density carries an extra factor of order $(Zr)^{2l}$. With $r\sim\alpha$ the Schrödinger shift is suppressed by $(Z\alpha)^{2l}$ and is absent from (8). The computed Schrödinger 2p/2s ratio in hydrogen is $2.8\times10^{-6}$, close to its leading form $\frac3{56}(Z\alpha)^2$. This does not describe the Dirac $2p_{1/2}$ level. Its small component $Q\simeq(P'+P/r)/(2c)$ is s-like at the origin and adds $\frac3{16}(Z\alpha)^2$ at the same order, which raises the ratio to about $1.3\times10^{-5}$.

## 7. Dirac electron, point nucleus

With the rest energy removed, the radial Dirac equations for s states are

$$P'=\frac Pr+\frac{E+2c^2-V}cQ,\qquad Q'=-\frac Qr-\frac{E-V}cP.\tag{10}$$

For $V=-Z/r$ try $P=r^\gamma e^{-Zr}$ and $Q=bP$. The $1/r$ terms require $\gamma-1=bZ\alpha$ and $\gamma+1=-Z\alpha/b$. Their product gives $\gamma=\sqrt{1-(Z\alpha)^2}$. The constant terms require $E=Zcb=c^2(\gamma-1)$ and $b(E+2c^2)/c=-Z$; the latter holds because its left side is $bc(\gamma+1)=-Z\alpha c$. This is the 1s state, with normalized density

$$P^2+Q^2=\frac{(2Z)^{2\gamma+1}}{\Gamma(2\gamma+1)}r^{2\gamma}e^{-2Zr}.$$

Averaging $e^{-2ctr}/r$ gives

$$\frac{(2Z)^{2\gamma+1}\,\Gamma(2\gamma)}{\Gamma(2\gamma+1)(2Z+2ct)^{2\gamma}}=\frac Z\gamma\left(\frac{Z\alpha}{Z\alpha+t}\right)^{2\gamma},$$

and so

$$\Delta E_{1s}=-\frac{2\alpha Z^2}{3\pi\gamma}\int_1^\infty w(t)\left(\frac{Z\alpha}{Z\alpha+t}\right)^{2\gamma}dt.\tag{11}$$

Setting $\gamma=1$ recovers the Schrödinger value, in agreement with (1).

At small $Z\alpha$, $\gamma\simeq1-(Z\alpha)^2/2$. Relative to the Schrödinger integrand, that of (11) is multiplied by about

$$1+(Z\alpha)^2\left[\tfrac12+\ln\frac t{Z\alpha}\right].$$

Relativity therefore increases the magnitude of the shift, but leaves both (8) and (9) intact. The logarithm comes from the density near the nucleus, which varies as $r^{2\gamma-2}$ per unit volume.

The two effects compete. For $Z=1,10,20,40,63$ the Schrödinger integral divided by (8) is 0.991, 0.917, 0.845, 0.726, 0.621. The Dirac ratio is 0.991, 0.935, 0.903, 0.908, 1.027. It falls, turns and passes through one, so agreement with the low-Z law at one large $Z$ is no sign that the expansion converges there.

## 8. Finite nucleus

**Any spherical charge density.** Let $\rho$ be normalized to one. Equation (5) multiplies the nuclear potential in momentum space, so each Yukawa function is folded with $\rho$. With $d=|\mathbf r-\mathbf r'|$ and $d\,\mathrm dd=-rr'\,\mathrm d(\cos\theta)$, the angular integral becomes elementary:

$$Y_\mu(r)=\frac{2\pi}{\mu r}\int_0^\infty r'\rho(r')\left[e^{-\mu|r-r'|}-e^{-\mu(r+r')}\right]dr'.\tag{12}$$

**Uniform sphere.** Set $\rho=3/(4\pi R^3)$ for $r'<R$ and $x=\mu R$. For $r>R$ the bracket is $2e^{-\mu r}\sinh\mu r'$, and $\int_0^Rr'\sinh\mu r'\,dr'=(x\cosh x-\sinh x)/\mu^2$. Hence

$$Y_\mu(r)=\frac{3(x\cosh x-\sinh x)}{x^3}\,\frac{e^{-\mu r}}r,\qquad r>R.\tag{13}$$

For $r<R$ split the integral at $r'=r$. The two parts of $\int r'[\ldots]dr'$ are

$$\frac{2e^{-\mu r}}{\mu^2}(\mu r\cosh\mu r-\sinh\mu r),$$

$$\frac{2\sinh\mu r}{\mu^2}\left[(1+\mu r)e^{-\mu r}-(1+x)e^{-x}\right].$$

The terms $\mp e^{-\mu r}\sinh\mu r$ cancel, and $e^{-\mu r}(\cosh\mu r+\sinh\mu r)=1$. What remains is

$$Y_\mu(r)=\frac3{\mu^2R^3}\left[1-(1+x)e^{-x}\frac{\sinh\mu r}{\mu r}\right],\qquad r<R.\tag{14}$$

**The radial integral.** With $P$ and $Q$ normalized and obtained from (10) in the Coulomb potential of the same sphere,

$$\Delta E=-\frac{2\alpha Z}{3\pi}\int_1^\infty dt\,w(t)\int_0^\infty dr\,(P^2+Q^2)\,Y_{2ct}(r).\tag{15}$$

That Coulomb potential is $-Z(3-r^2/R^2)/(2R)$ inside and $-Z/r$ outside.

**Small-Z limit.** Folding with a normalized density does not change a volume integral, so (7) holds for any $R$. If the electron density keeps the point-nucleus value $Z^3/(\pi n^3)$ over both the nucleus and the Compton length, (15) returns (8). Nuclear size matters only through the departure of the electron density from this constant: a finite nucleus changes both its value at the center and its variation with $r$.

## 9. Hydrogen-like europium, 1s

Take $Z=63$, so $Z\alpha=0.4597$ and $\gamma=0.8881$, with a uniform sphere of chosen radius $R=6.5$ fm $=1.228\times10^{-4}$ bohr. This is 0.0168 of the reduced Compton length. The low-Z law gives

$$-3.2985\times10^{-8}\times63^4=-0.5196\ \text{hartree}.$$

The successive levels of description give, in hartree:

| Description | $\Delta E$ |
|---|---|
| Schrödinger, point nucleus | −0.3229 |
| Dirac, point nucleus | −0.5338 |
| folded $V_U$, point-nucleus density | −0.5325 |
| full integral (15) | −0.5303 |

The full shift is $-14.43$ eV. It differs from the low-Z law by only 2%, but through cancellation: the finite range of $V_U$ removes 38% of the law's value, and the Dirac density then multiplies the result by $0.5338/0.3229=1.65$.

Nuclear size reduces the point-nucleus Dirac magnitude by 0.65%. In the order used here, folding the potential accounts for 0.0013 hartree and the changed electron density for 0.0022 hartree. The region inside the nucleus supplies 1.0% of the shift, and the region within one reduced Compton length supplies 94%. At the nuclear surface $V_U$ is 0.44% of the Coulomb potential.

Equation (15) is first-order perturbation theory. Solving the Dirac equation with $+V_U$ and with $-V_U$ and halving the difference of the eigenvalues removes the second-order term; the result agrees with (15) to about $10^{-6}$ hartree. The second-order energy itself is $-5\times10^{-4}$ hartree, 0.1% of the shift or 0.014 eV. It already changes the last digit quoted above, so those digits describe the integral (15) and not a level shift. The terms listed next were not computed, and 0.1% is no bound on them.

The value leaves out the self-energy, vacuum polarization of higher order in the nuclear field, two-loop terms, recoil and nuclear deformation. It is the Uehling part for this nuclear model, not a prediction of the measured level.

## Computed values

```
alpha = 0.007297353, c = 137.035999 a.u.
Int w/t^2 dt = 0.40000000; Int w/t^3 dt = 0.24543693
coefficient 25 pi/64 = 1.227185
Subtracted vacuum response chi/q^2 (hbar=m=c=1): direct, spectral
  q = 0.5: 0.00041127, 0.00041127
  q = 2.0: 0.00489537, 0.00489537
  q = 4.0: 0.01188744, 0.01188744
Hydrogen, point nucleus, Schroedinger: low-Z law, integral (hartree), ratio
  1s: -3.298488e-08, -3.269173e-08, 0.991113
  2s: -4.123109e-09, -4.086432e-09, 0.991104
  3s: -1.221662e-09, -1.210793e-09, 0.991103
  1 - (25 pi/64) alpha = 0.991045
  2s low-Z law = -27.129 MHz
  2p/2s shift ratio = 2.847e-06
Point nucleus 1s, ratio to low-Z law: Schroedinger, Dirac
  Z = 1: 0.99111, 0.99143
  Z = 10: 0.91683, 0.93544
  Z = 20: 0.84478, 0.90343
  Z = 40: 0.72646, 0.90783
  Z = 63: 0.62147, 1.02723
Eu 1s: Z = 63, Z alpha = 0.459733, gamma = 0.888057
R = 6.5 fm = 1.228322e-04 bohr; R/Compton length = 0.016832
Dirac energy, point nucleus  = -2102.16102 hartree
Dirac energy, finite nucleus = -2101.83516 hartree
nuclear-size energy shift    = 0.32587 hartree
V_U (hartree) and V_U/V_Coulomb, finite nucleus
  r = R: -2.26616e+03, 4.4184e-03
  r = Compton length: -4.80513e-01, 5.5658e-05
  r = 1/Z: -9.49763e-03, 2.3930e-06
Uehling shift of Eu 1s (hartree)
  low-Z law                       = -0.519609
  Schroedinger, point nucleus     = -0.322922
  Dirac, point nucleus            = -0.533760
  folded V_U, point-Dirac density = -0.532502
  full finite-nucleus integral    = -0.530268
  full result in eV               = -14.4293
  half difference of eigenvalues  = -0.530269
  second-order energy             = -5.10e-04
full/low-Z ratio = 1.02051
size effect on the shift = -0.654 %
share from r < R = 1.011 %
share from r < Compton length = 94.36 %
```
